# Timoshenko's curvature formula for two bonded elastic strips

A film joined to a substrate at one temperature and used at another cannot take its own free length. Each layer would expand or contract by its own amount, but the bond requires equal lengths at the interface. The layers therefore pull on one another, and because the opposing forces act at different heights, the pair bends. If the film is very thin, its effect on the substrate is a small perturbation. In stacked dies, thick metal layers and bonded wafers, neither layer need be thin or compliant, and the curvature must be found without treating either one as a perturbation.

## Setting and conventions

Strip 1 lies below strip 2. Their thicknesses are $t_1,t_2$, their Young's moduli $E_1,E_2$, and their Poisson ratios $\nu_1,\nu_2$. The height $z$ is measured upward from the bottom face, so the interface is at $z=t_1$ and the mid-planes are at

$$z_1=\frac{t_1}{2},\qquad z_2=t_1+\frac{t_2}{2}.$$

The coordinate $x$ runs along the strips, with $x=0$ at the middle. The pair is flat and free of stress before a uniform temperature change $\Delta T$. Separated, the strips would acquire the strains

$$e_1=\alpha_1\Delta T,\qquad e_2=\alpha_2\Delta T,$$

where $\alpha_i$ are the expansion coefficients. Define

$$\Delta\varepsilon=e_2-e_1,\quad h=t_1+t_2,\quad m=\frac{t_1}{t_2},\quad n=\frac{E_1}{E_2}.$$

The assumptions are these:

- The materials are isotropic and linearly elastic, with constant coefficients; strains and rotations are small.
- The bond is perfect: displacement is continuous across the interface.
- No external force or moment acts, and the length is much greater than $h$.
- The width is small compared with both thicknesses, so stress across the width is neglected. This is plane stress in the $xz$ plane.

Tension is positive. The curvature $\kappa$ is the $z$-derivative of the axial strain. For $\kappa>0$ the upper fibres are longer and the upper face is convex. Forces and moments are per unit width.

**Theorem.** Under these assumptions the curvature away from the free ends is

$$\boxed{\kappa=\frac{6\,\Delta\varepsilon\,(1+m)^2}{h\left[3(1+m)^2+(1+mn)\left(m^2+\dfrac{1}{mn}\right)\right]}}$$

for all positive, finite $m$ and $n$.

## Lemma 1: the interior field

Away from the ends, the axial strain is linear through the whole thickness, $\varepsilon(z)=a+\kappa z$, and the axial stress is $\sigma_i=E_i(\varepsilon-e_i)$.

**Proof.** Take the displacements

$$u=(a+\kappa z)x,\qquad w=-\frac{\kappa x^2}{2}+g_i(z)$$

along $x$ and $z$. The axial strain is $\partial u/\partial x=a+\kappa z$. The shear strain vanishes:

$$\frac{\partial u}{\partial z}+\frac{\partial w}{\partial x}=\kappa x-\kappa x=0.$$

Choose $g_i$ so that the normal stress $\sigma_{zz}$ also vanishes. Hooke's law then requires

$$g_i'(z)=e_i-\nu_i(a+\kappa z-e_i),$$

and the integration constants can be chosen to make $w$ continuous at $z=t_1$. The displacement $u$ is already continuous there. The remaining stress, $\sigma_i=E_i(a+\kappa z-e_i)$, does not depend on $x$, so local equilibrium holds. The outer faces carry no traction, and the interface tractions agree because both are zero.

This field satisfies every condition except that of stress-free ends, where it leaves an axial traction $\sigma_i(z)$. Choose $a$ and $\kappa$ so that this traction has zero total force and zero total moment. Cancelling it then adds a self-equilibrated end load, whose effect decays into the strip by Saint-Venant's principle. The interior field remains. $\square$

The Poisson ratios affect the change in thickness through $g_i$, but not the axial stress.

## Lemma 2: force and moment in each strip

Let $\varepsilon_i=a+\kappa z_i$ be the strain at the mid-plane of strip $i$. Then

$$N_i=E_it_i(\varepsilon_i-e_i),\qquad M_i=\frac{E_it_i^3}{12}\kappa,$$

where $N_i$ is the axial force and $M_i$ the moment about the strip's own mid-plane.

**Proof.** With $s=z-z_i$, the stress is $E_i(\varepsilon_i-e_i+\kappa s)$. Hence

$$N_i=\int_{-t_i/2}^{t_i/2}E_i(\varepsilon_i-e_i+\kappa s)\,ds=E_it_i(\varepsilon_i-e_i),$$

since the term odd in $s$ integrates to zero. In the moment the constant part of the stress drops out for the same reason:

$$M_i=\int_{-t_i/2}^{t_i/2}E_i(\varepsilon_i-e_i+\kappa s)s\,ds
=E_i\kappa\int_{-t_i/2}^{t_i/2}s^2ds=\frac{E_it_i^3}{12}\kappa.\quad\square$$

## Proof of the theorem

**Force balance.** The total axial force is zero, so write $N_1=N$ and $N_2=-N$.

**Moment balance.** The total moment about $z=0$ consists of the two strip moments and the moments of the two axial forces:

$$M_1+M_2+Nz_1-Nz_2=0.$$

Because the total force is zero, any other axis gives the same equation. The mid-planes are separated by

$$z_2-z_1=t_1+\frac{t_2}{2}-\frac{t_1}{2}=\frac{h}{2}.$$

Therefore

$$N\frac h2=M_1+M_2=\frac{\kappa}{12}(E_1t_1^3+E_2t_2^3),$$

and multiplication by $2/h$ gives

$$N=\frac{\kappa(E_1t_1^3+E_2t_2^3)}{6h}. \tag{1}$$

**Bond condition.** The interface is $t_1/2$ above the first mid-plane and $t_2/2$ below the second. Equality of strain there reads

$$\varepsilon_1+\frac{\kappa t_1}{2}=\varepsilon_2-\frac{\kappa t_2}{2}.$$

Lemma 2 gives $\varepsilon_1=e_1+N/(E_1t_1)$ and $\varepsilon_2=e_2-N/(E_2t_2)$. Substitute these and collect the free strains on one side:

$$\Delta\varepsilon=\frac{\kappa h}{2}+N\left(\frac1{E_1t_1}+\frac1{E_2t_2}\right). \tag{2}$$

The mismatch is thus shared between bending and stretching.

**Elimination of $N$.** Insert (1) into (2) and multiply by $6h$:

$$6h\Delta\varepsilon=\kappa(3h^2+S),\tag{3}$$

$$S=(E_1t_1^3+E_2t_2^3)\left(\frac1{E_1t_1}+\frac1{E_2t_2}\right).$$

Multiplying out the four products gives

$$S=t_1^2+\frac{E_1t_1^3}{E_2t_2}+\frac{E_2t_2^3}{E_1t_1}+t_2^2
=t_2^2\left(m^2+nm^3+\frac1{mn}+1\right).$$

The last bracket factors, as expansion confirms:

$$(1+mn)\left(m^2+\frac1{mn}\right)=m^2+\frac1{mn}+nm^3+1.$$

Since $h=t_2(1+m)$, we also have $3h^2=3t_2^2(1+m)^2$. Write the left side of (3) as $6h^2\Delta\varepsilon/h=6t_2^2(1+m)^2\Delta\varepsilon/h$. The factor $t_2^2$ cancels, and division by the bracket gives the theorem. $\square$

**Remark on symmetry.** Exchanging the strips replaces $m,n$ by $1/m,1/n$ and reverses $\Delta\varepsilon$. The numerator factor $(1+m)^2$ and the denominator bracket are both divided by $m^2$, so their ratio is unchanged and $\kappa$ changes sign. This is right, since the exchange turns the pair upside down.

## Corollary 1: stresses

With $N$ from (1), the stresses are

$$\sigma_1=\frac N{t_1}+E_1\kappa(z-z_1),\qquad
\sigma_2=-\frac N{t_2}+E_2\kappa(z-z_2).$$

They follow from Lemma 2 by writing $E_i(\varepsilon_i-e_i)=N_i/t_i$. The total strain is continuous at the interface, but the stress generally is not. Subtracting $\varepsilon=e_1+\sigma_1/E_1$ from $\varepsilon=e_2+\sigma_2/E_2$ at $z=t_1$ gives

$$\frac{\sigma_2}{E_2}-\frac{\sigma_1}{E_1}=-\Delta\varepsilon. \tag{4}$$

## Corollary 2: the largest curvature

At fixed total thickness and mismatch,

$$|\kappa|\le\frac{3|\Delta\varepsilon|}{2h}.$$

For $\Delta\varepsilon\ne0$, equality holds if and only if $E_1t_1^2=E_2t_2^2$.

**Proof.** Complete the square in the two terms that contain $n$:

$$nm^3+\frac1{nm}=2m+\left(\sqrt{nm^3}-\frac1{\sqrt{nm}}\right)^2\ge2m.$$

The second part of the denominator bracket is therefore at least $1+m^2+2m=(1+m)^2$, and the whole bracket is at least $4(1+m)^2$. This gives the bound $6/4=3/2$ for $|\kappa|h/|\Delta\varepsilon|$. Equality requires $nm^3=1/(nm)$, hence $n^2m^4=1$. As $m$ and $n$ are positive, $nm^2=1$, which is the stated condition. $\square$

The condition has a mechanical meaning. A force $N$ applied at the interface face of strip $i$ has lever arm $t_i/2$ about its mid-plane. Acting alone, it would produce a curvature $k_i$ given by

$$\frac{E_it_i^3}{12}k_i=\frac{Nt_i}{2},\qquad k_i=\frac{6N}{E_it_i^2}.$$

The two strips receive opposite forces on opposite faces, so both bend in the same sense. When $E_1t_1^2=E_2t_2^2$, they bend equally under these forces alone.

For equal thicknesses, $m=1$ and the theorem reduces to

$$\frac{\kappa h}{\Delta\varepsilon}=\frac{24}{14+n+1/n}.$$

At $n=1$ this is $3/2$. At $n=2$ or $n=1/2$ it is $24/16.5\approx1.45$, so a factor of two in modulus lowers the curvature by only about 3%.

## Corollary 3: thin films and soft strips

Let $\eta=t_2/t_1$ and $r=E_2/E_1$. In these variables $h=t_1(1+\eta)$ and

$$S=t_1^2\left(1+\frac1{r\eta}+r\eta^3+\eta^2\right).$$

Adding $3h^2=t_1^2(3+6\eta+3\eta^2)$, inserting the sum in (3), and multiplying numerator and denominator by $r\eta$ gives

$$\kappa=\frac{6r\eta\Delta\varepsilon}{t_1}\,
\frac{1+\eta}{1+4r\eta+6r\eta^2+4r\eta^3+r^2\eta^4}. \tag{5}$$

At fixed $r$, the second fraction expands as

$$(1+\eta)(1-4r\eta+O(\eta^2))=1+\eta-4r\eta+O(\eta^2).$$

The leading term is Stoney's curvature,

$$\kappa_{\rm S}=\frac{6E_2t_2\Delta\varepsilon}{E_1t_1^2}.$$

In the same limit (1) gives $N\to\kappa_{\rm S}E_1t_1^2/6=E_2t_2\Delta\varepsilon$. The film stress is then $\sigma_f=-N/t_2=-E_2\Delta\varepsilon$, so $\kappa_{\rm S}=-6\sigma_ft_2/(E_1t_1^2)$. A tensile film makes its own side concave.

The approximation is justified when both $\eta\ll1$ and $r\eta\ll1$; a thin but very stiff film can violate the second condition. For $r<1/4$ the corrections can also cancel at a finite thickness ratio, so close agreement at one such ratio does not show that the film is thin enough. The first-order correction $(1-4r)\eta$ vanishes at $r=1/4$, leaving an error of second order in $\eta$.

A different limit is a soft upper strip of any fixed thickness, $n\to\infty$ at fixed $m$. The denominator bracket is then dominated by $nm^3$, and

$$\kappa\simeq\frac{6(1+m)^2\Delta\varepsilon}{hnm^3}
=\frac{6hE_2t_2\Delta\varepsilon}{E_1t_1^3}.$$

This is the moment of the fully constrained force $E_2t_2\Delta\varepsilon$ on the arm $h/2$, divided by the rigidity $E_1t_1^3/12$. The stiff strip alone resists bending, but the finite thickness of the soft strip still lengthens the arm.

## Remark: free ends

The interior force $N$ cannot persist up to a free end. Axial equilibrium of a slice of strip 1 gives

$$\frac{dN}{dx}+\tau=0,$$

where $\tau$ is the shear stress $\sigma_{xz}$ at the interface. Thus $\tau=0$ where $N$ is constant. Integrating from the interior to the right-hand end, where the force vanishes, gives $\int\tau\,dx=N$. The load is transferred by shear near the ends.

Normal stress across the interface can also be needed there. Consider strip 1 from an interior section to the free end, and take moments about the interface height. The interface shear has no lever arm, while the section contributes

$$M_1-\frac{Nt_1}{2}=\frac{\kappa}{12}\left[E_1t_1^3-\frac{t_1(E_1t_1^3+E_2t_2^3)}h\right].$$

Putting the bracket over $h$ and using $h-t_1=t_2$ gives

$$M_1-\frac{Nt_1}{2}=\frac{\kappa t_1t_2}{12h}(E_1t_1^2-E_2t_2^2).$$

Unless this vanishes, normal interface stress near the end must supply the balancing moment. It vanishes at the maximum of Corollary 2, which does not imply that the local normal stress is zero. The theorem therefore gives the interior stresses, but not the local stresses near an edge, where delamination can start.

## Proposition: the wide plate

For a plate much wider than $h$, with deflection small compared with its thickness, the theorem holds away from the edges with each $E_i$ replaced by $E_i/(1-\nu_i)$.

**Proof.** Take equal strains in the two in-plane directions, $\varepsilon_x=\varepsilon_y=a+\kappa z$, corresponding to a shallow spherical surface. With equal in-plane stresses and no stress along $z$, Hooke's law is

$$\varepsilon-e_i=\frac{\sigma_i-\nu_i\sigma_i}{E_i},\qquad
\sigma_i=\frac{E_i}{1-\nu_i}(\varepsilon-e_i).$$

The stress has the form used in Lemma 2, with the new modulus. Force balance, moment balance and the bond condition are unchanged in each direction, so the same elimination applies. $\square$

If the Poisson ratios are equal, the replacement leaves $n$ and hence $\kappa$ unchanged, while the stresses grow by $1/(1-\nu)$. For larger deflections a spherical shape requires in-plane stretching that this linear theory omits. Intermediate widths are covered neither by the theorem nor by this proposition.

## Worked example

Take the model values $t_1=300$ µm, $t_2=100$ µm, $E_1=150$ GPa, $E_2=50$ GPa, $\alpha_1=3\times10^{-6}$ K$^{-1}$, $\alpha_2=18\times10^{-6}$ K$^{-1}$ and $\Delta T=-100$ K. The length is $L=10$ mm. Then $m=n=3$ and

$$\Delta\varepsilon=-1.8\times10^{-3}+0.3\times10^{-3}=-1.5\times10^{-3}.$$

The two parts of the denominator bracket are $3\times4^2=48$ and $10(9+1/9)=91.11$. Thus

$$\kappa=\frac{6\times16}{139.11}\,
\frac{-1.5\times10^{-3}}{4.00\times10^{-4}\ {\rm m}}
=-2.588\ {\rm m^{-1}}.$$

The radius is 0.386 m. The upper strip contracts more, so the upper face is concave. Integrating the constant curvature from the middle to an end gives the height difference

$$\delta=\frac{|\kappa|}{2}\left(\frac L2\right)^2=\frac{|\kappa|L^2}{8}=32.3\ \text{µm}.$$

For the force, $E_1t_1^3=4.05$ N m and $E_2t_2^3=0.05$ N m, so

$$N=\frac{-2.588\times4.10}{6\times4.00\times10^{-4}}\ {\rm N/m}
=-4.42\times10^3\ {\rm N/m}.$$

The mean stresses are $-14.7$ MPa in strip 1 and $44.2$ MPa in strip 2. Bending changes the stress from mid-plane to upper face by $E_1\kappa t_1/2=-58.2$ MPa and $E_2\kappa t_2/2=-6.5$ MPa respectively. Strip 1 therefore runs from $43.5$ MPa at its outer face to $-73.0$ MPa at the interface. Strip 2 runs from $50.7$ MPa at the interface to $37.7$ MPa at its outer face. The mean compression of strip 1 conceals a tensile outer face. Equation (4) checks the jump:

$$\frac{50.7}{50\,000}+\frac{73.0}{150\,000}\approx1.5\times10^{-3}=-\Delta\varepsilon.$$

Stoney's formula gives $-3.33$ m$^{-1}$, a magnitude 29% above the full result. Here $\eta=r=1/3$, and the first-order factor $1+\eta-4r\eta=0.89$ removes only part of the excess; the full factor in (5) is $0.78$.

At the same total thickness, the largest curvature occurs at $t_1/t_2=\sqrt{E_2/E_1}=0.577$, or $t_1=146$ µm and $t_2=254$ µm. Its magnitude is $5.63$ m$^{-1}$, more than twice that of the original pair.

A plane-stress finite-element calculation that does not impose plane sections tests the interior curvature, force and stress profile. It agrees with the formulas to the digits quoted here, also in curvature for three other pairs of $m$ and $n$. Near an end, the force averaged over one element, of length $0.125h$, is roughly a fifth of its interior value at a distance $0.06h$, nearly nine tenths at $0.56h$ and almost the full value at $1.06h$. Refining the mesh lowers the value nearest the end from 0.22 to 0.20 and leaves the other two almost unchanged. These distances belong to this pair. When a thick strip is much softer than its partner the end zone is longer: for $m=5$, $n=10^{-3}$, $\nu_1=0.45$ and $\nu_2=0.25$ the force reaches only 78% of its interior value at $1.06h$ and 93% at $1.94h$. The computed bow depends on the face on which it is read: 32.32 µm on the bottom face and 32.42 µm on the top face, 0.1% below and 0.2% above the constant-curvature value, 32.35 µm. A curvature change of order $\kappa$ over an end length of order $h$ would alter the deflection by order $\kappa h^2$, about 1% of the bow, so the observed difference is within this estimate.

With $\nu_1=0.25$ and $\nu_2=0.375$, the biaxial moduli are 200 and 80 GPa. The wide-plate curvature is $-2.87$ m$^{-1}$ and the bow over the same length is 35.8 µm, 11% larger than for the narrow strip. This bow is about 9% of $h$. For a disc of 10 mm diameter, including the in-plane stretching lowers the magnitude of the centre curvature by about 0.3%, to $2.86$ m$^{-1}$. For a disc of 30 mm diameter it lowers it by about 20%, so wafer-sized plates of this pair lie outside the linear theory. Because the Poisson ratios differ, both results are limits in width: a long strip of this pair has curvature $-2.591$ m$^{-1}$ at a width of 10 µm, $-2.615$ at 100 µm, $-2.705$ at 400 µm and $-2.859$ at 10 mm. Minimizing the biaxial elastic energy with independent curvatures along $x$ and $y$ gives equal curvatures of this value. The remaining comparisons are in the numerical output.

## Computed values

```
t1 = 300 um, t2 = 100 um, h = 400 um
E1 = 150 GPa, E2 = 50 GPa
nu1 = 0.250, nu2 = 0.375
alpha1 = 3.0e-06 1/K, alpha2 = 1.8e-05 1/K
temperature change = -100 K, length L = 10 mm
m = 3.000, n = 3.000
free strains e1 = -3.000e-04, e2 = -1.800e-03
mismatch strain de = -1.500e-03
3(1+m)^2 = 48.000
(1+mn)(m^2+1/(mn)) = 91.111
kappa h/de = 0.6901
curvature, formula = -2.58786 1/m
curvature, finite elements = -2.58786 1/m
radius = 0.3864 m
bow, formula = 32.35 um
bow, finite elements = 32.32 um
force per width N in strip 1 = -4420.9 N/m
mean stress strip 1 = -14.74 MPa
mean stress strip 2 = 44.21 MPa
stress, strip 1 outer face = 43.49 MPa
stress, strip 1 at interface = -72.96 MPa
stress, strip 2 at interface = 50.68 MPa
stress, strip 2 outer face = 37.74 MPa
stress profile error / largest stress = 3.7e-11
normal-z or shear / largest stress = 1.8e-11
N/N_interior at 0.0625 h from end = 0.2233
N/N_interior at 0.5625 h from end = 0.8668
N/N_interior at 1.0625 h from end = 0.9877
N/N_interior at 1.9375 h from end = 1.0000
largest curvature error, other FE cases = 7.4e-10
largest curvature error, ratio scan = 2.7e-12
Stoney curvature = -3.3333 1/m
Stoney / Timoshenko = 1.2881
film remainder ratio on halving t2/t1 = 3.982
best t1/t2 at fixed h = 0.5774
best t1 = 146.4 um
best t2 = 253.6 um
largest |curvature| at fixed h = 5.6250 1/m
biaxial moduli = 200.0, 80.0 GPa
wide-plate curvature = -2.8655 1/m
wide-plate bow over L = 35.82 um
```
